# Autocorrelation by Zero-Padded FFT: Wrap-Around and Lag Normalization

## Result

Let \(v_0,\dots,v_{N-1}\) be real samples of one quantity, such as a velocity component in a molecular dynamics run, taken at equal time steps \(\Delta\). Define the lag sums

\[
S_m=\sum_{n=0}^{N-1-m}v_nv_{n+m}\quad(0\le m<N),\qquad S_{-m}=S_m,\qquad S_m=0\ \text{ for } |m|\ge N .
\]

Append zeros until the record has length \(P\ge N\), take its discrete Fourier transform, square the modulus, and transform back. The result is

\[
c_m=S_m+S_{P-m}\qquad(0\le m<N). \tag{1}
\]

The second term is circular wrap-around. For \(P=2N\) it vanishes at every lag, and the FFT returns the lag sums up to rounding errors. These errors are small relative to \(S_0\), so a lag sum many orders of magnitude below \(S_0\) loses relative accuracy.

Two normalizations turn these sums into correlation estimates:

\[
U_m=\frac{S_m}{N-m},\qquad B_m=\frac{S_m}{N}.
\]

For a stationary process with known mean zero, \(U_m\) has the correct average, while the average of \(B_m\) is too small by the factor \(1-m/N\). The biased form \(B_m\) can nevertheless have the smaller error, and its spectrum is never negative.

## Why padding works

The transform of the padded record and its inverse are taken as

\[
V_k=\sum_{n=0}^{P-1}v_ne^{-2\pi ikn/P},\qquad
c_m=\frac1P\sum_{k=0}^{P-1}|V_k|^2e^{2\pi ikm/P}.
\]

Since the samples are real, \(|V_k|^2=V_kV_k^*\) is a double sum over \(n'\) and \(n\). Inserting it gives

\[
c_m=\sum_{n,n'}v_nv_{n'}\left[\frac1P\sum_{k=0}^{P-1}e^{2\pi ik(m+n-n')/P}\right].
\]

If \(m+n-n'\) is a multiple of \(P\), every term in the bracket's sum is 1 and the bracket equals 1. Otherwise the sum is geometric with ratio \(r\ne1\) and \(r^P=1\), so it equals \((r^P-1)/(r-1)=0\). The surviving pairs have \(n'-n=m+jP\) with integer \(j\). Collecting them,

\[
c_m=\sum_j S_{m+jP}.
\]

For \(0\le m<N\le P\), most of these terms vanish:

- If \(j\ge1\), then \(m+jP\ge N\), so the lag sum is zero.
- If \(j\le-2\), then \(m+jP\le N-1-2N<-N\), so it is zero again.
- The terms \(j=0\) and \(j=-1\) remain. They are \(S_m\) and \(S_{m-P}=S_{P-m}\), which proves (1).

The unwanted term is zero by definition when \(P-m\ge N\), that is, when \(m\le P-N\). To obtain lags up to \(m_{\max}\) one therefore needs \(P\ge N+m_{\max}\). All lags, up to \(m_{\max}=N-1\), need \(P\ge2N-1\). Doubling the length is a simple sufficient choice, one zero more than necessary.

Without padding, \(P=N\) and \(c_m=S_m+S_{N-m}\) for \(m\ge1\). The transform treats the record as periodic, so the last sample is followed by the first. Take \(v=(1,2,3,4)\):

\[
S_0=1+4+9+16=30,\quad S_1=2+6+12=20,\quad S_2=3+8=11,\quad S_3=4.
\]

A transform of length 4 gives \(30\), \(20+4=24\), \(11+11=22\) and \(4+20=24\). A transform of length 8 gives \(30,20,11,4\).

## Algorithm

1. Copy the \(N\) samples into an array of length \(2N\) whose remaining entries are zero.
2. Compute the FFT and replace each \(V_k\) by \(|V_k|^2\).
3. Apply the inverse FFT, including its factor \(1/P=1/(2N)\), and keep lags \(0\) to \(N-1\).
4. Divide by \(N-m\) or by \(N\).

The condition \(S_0=\sum_nv_n^2\) checks the transform factor. For a vector velocity, the scalar product is a sum over components. The inverse transform is linear, so the component power spectra can be added before a single inverse FFT.

Direct evaluation needs \(N+(N-1)+\dots+1=N(N+1)/2\) products, whereas the FFT cost grows as \(N\log N\). For \(N=32768\), one timing gave 511 ms for a direct routine and 4.0 ms for the FFT. The direct routine also computed the redundant negative lags; even half its time is far longer than the FFT time.

## Average error of the two normalizations

Write \(E\) for the average over independent realizations. Stationarity means that

\[
C(m)=E[v_nv_{n+m}]
\]

does not depend on \(n\). The sum \(S_m\) contains \(N-m\) products, each with average \(C(m)\). Hence \(E[S_m]=(N-m)C(m)\), and

\[
E[U_m]=C(m),\qquad E[B_m]=\left(1-\frac mN\right)C(m). \tag{2}
\]

The bias of \(B_m\) is \(-(m/N)C(m)\). It is small when the correlation has decayed at lags much shorter than the run.

Wrap-around is a different error. Since \(S_{N-m}\) contains \(m\) products, the unpadded result divided by \(N\) has average

\[
E\left[\frac{c_m}{N}\right]=\left(1-\frac mN\right)C(m)+\frac mN\,C(N-m)\qquad(m\ge1). \tag{3}
\]

Near \(m=N\) the second term reproduces the short-time correlation in reverse. No factor depending on \(m\) alone can repair this for every process, because the ratio of the two added correlations, \(C(N-m)/C(m)\), differs from one process to another.

## Scatter and total error

The scatter requires averages of four samples. Assume now that the samples are jointly Gaussian with mean zero, and let \(K_{ij}=E[x_ix_j]\) for any four of them. Their generating function is

\[
E\left[e^{\sum_it_ix_i}\right]=\exp\left(\tfrac12\sum_{ij}t_it_jK_{ij}\right).
\]

Compare the coefficients of \(t_1t_2t_3t_4\). On the left, the fourth-order term has a factor \(1/4!\) and \(4!\) orderings, leaving \(E[x_1x_2x_3x_4]\). On the right, the term comes from half the square of the exponent. Each product such as \(K_{12}K_{34}\) occurs twice in the square, which cancels the half. Therefore

\[
E[x_1x_2x_3x_4]=K_{12}K_{34}+K_{13}K_{24}+K_{14}K_{23}.
\]

Set \((x_1,x_2,x_3,x_4)=(v_n,v_{n+m},v_{n'},v_{n'+m})\) and \(k=n'-n\). The first term is \(C(m)^2\), the product of the two averages, and drops out of the covariance. The others are \(C(k)^2\) and \(C(k+m)C(k-m)\). With \(L=N-m\) time origins, \(L-|k|\) pairs have difference \(k\), so

\[
\operatorname{Var}U_m=\frac1{L^2}\sum_{k=-(L-1)}^{L-1}(L-|k|)\left[C(k)^2+C(k+m)C(k-m)\right]. \tag{4}
\]

Because \(B_m=(1-m/N)U_m\), its variance is \((1-m/N)^2\operatorname{Var}U_m\). Mean squared error is squared bias plus variance:

\[
E[(B_m-C(m))^2]=\left(\frac mN\right)^2C(m)^2+\left(1-\frac mN\right)^2\operatorname{Var}U_m .
\]

For \(U_m\) it is \(\operatorname{Var}U_m\). Thus \(B_m\) has the smaller error when

\[
\left(\frac mN\right)^2C(m)^2<\left[1-\left(1-\frac mN\right)^2\right]\operatorname{Var}U_m
=\frac mN\left(2-\frac mN\right)\operatorname{Var}U_m .
\]

Multiplying by \(N^2/m\), for \(m\ge1\), gives

\[
m\,C(m)^2<(2N-m)\operatorname{Var}U_m. \tag{5}
\]

This comparison needs only (2) and a finite variance; the Gaussian assumption enters through (4). Since \(m<2N-m\), condition (5) holds whenever \(C(m)^2<\operatorname{Var}U_m\). Where the correlation has fallen below the scatter of \(U_m\), \(B_m\) therefore wins by shrinking a noisy estimate towards zero. A correlation that is merely small compared with \(C(0)\) is not enough, because in a long run the scatter can be smaller still.

Averaging over \(R\) independent trajectories divides the variance by \(R\) but leaves the bias unchanged. The right side of (5) is then divided by \(R\). With enough trajectories, \(U_m\) becomes the more accurate estimate at any fixed \(m\ge1\) where \(C(m)\ne0\).

## A damped vibration

Consider a model velocity \(v_n=\operatorname{Re}z_n\) with

\[
z_{n+1}=az_n+\eta_n,\qquad a=e^{(-\gamma+i\omega)\Delta}.
\]

The real and imaginary parts of \(z_0\) are independent Gaussians of mean zero and variance \(C(0)=k_BT/M\), the classical equilibrium value for a velocity component of a particle of mass \(M\) at temperature \(T\). Those of each fresh noise term \(\eta_n\) have variance \(C(0)(1-|a|^2)\). Multiplication by \(a\) rotates the pair and scales its variance by \(|a|^2\), so the noise restores the variance to \(C(0)\), and the process is stationary.

After \(m\) steps, \(z_{n+m}=a^mz_n\) plus noise independent of \(z_n\). Its real part contains \(\operatorname{Re}(a^m)\operatorname{Re}z_n-\operatorname{Im}(a^m)\operatorname{Im}z_n\). Multiplying by \(\operatorname{Re}z_n\) and averaging removes the second part, leaving

\[
C(m)=\frac{k_BT}{M}e^{-\gamma m\Delta}\cos(\omega m\Delta).
\]

This process is a statistical model with a decaying, oscillating correlation. It is not the velocity of a particle bound in an underdamped harmonic well, whose correlation has an additional sine term and a time integral of zero.

In Hartree atomic units, take \(k_BT=0.001\), \(M=2000\), \(\omega=0.01\), \(\gamma=0.0005\), \(\Delta=40\) and \(N=400\). Then \(C(0)=0.001/2000=5\times10^{-7}\), the phase advance per step is \(\omega\Delta=0.4\), and the decay exponent per step is \(\gamma\Delta=0.02\). With these numbers \(\hbar\omega=10\,k_BT\), so \(k_BT/M\) is what classical dynamics gives, not what a real vibration of this frequency has: a quantum harmonic oscillator would have the mean square velocity \((\hbar\omega/2M)\coth(\hbar\omega/2k_BT)\), five times larger. All correlations below are divided by \(C(0)\), so this scale does not enter them.

At lag 47,

\[
C(47)/C(0)=e^{-0.94}\cos(18.8)=0.390 .
\]

Equation (2) predicts a biased average of \((1-47/400)\times0.390=0.344\). The averages over 4000 trajectories were 0.349 for \(B\) and 0.396 for \(U\). Over all lags, the largest deviation from (2) was 2.7 standard errors for either estimator. Treating \(B\) as unbiased would give a deviation of 10 standard errors.

At lag 393 the exact correlation is only 0.0004, but the unpadded average was \(-0.812\). Equation (3) gives \(-0.805\), almost all from \((393/400)\,C(7)/C(0)\). This apparent revival comes from joining the ends of the record.

The root-mean-square errors for one trajectory, from (4) and the mean squared error formula, are:

| Lag | \(B\) | \(U\) |
|---:|---:|---:|
| 16 | 0.322 | 0.335 |
| 47 | 0.274 | 0.306 |
| 110 | 0.212 | 0.289 |
| 204 | 0.164 | 0.334 |
| 393 | 0.012 | 0.694 |

At lag 47, for example, the bias of \(B\) is \(0.1175\times0.390=0.046\) and its standard deviation is \(0.8825\times0.306=0.270\). Together they give \(\sqrt{0.046^2+0.270^2}=0.274\). At lag 393 only seven products remain, and \(B\) is \(7/400\) times \(U\). Its small absolute error there does not mean that it resolves a correlation of 0.0004.

By (5), \(B\) has the smaller error at all 399 nonzero lags for one trajectory of this model. At lag 47 the two sides, in units of \(C(0)^2\), are \(47\times0.390^2\approx7.1\) and \(753\times0.306^2\approx70\). Their ratio is about ten, so averaging over more than about ten independent trajectories reverses the ranking at that lag.

## A vibration that does not decay

The ranking can also reverse for a single trajectory. Let

\[
v_n=\sqrt{2C(0)}\cos(\theta n+\varphi),
\]

with \(\varphi\) uniformly distributed over a full circle and \(\sin\theta\ne0\). The product formula for cosines gives

\[
v_nv_{n+m}=C(0)\left[\cos\theta m+\cos(2\theta n+\theta m+2\varphi)\right].
\]

The phase average removes the second term, so \(C(m)=C(0)\cos\theta m\). To average that term over the \(L=N-m\) time origins, use the geometric sum

\[
\sum_{n=0}^{L-1}e^{2i\theta n}=\frac{e^{2i\theta L}-1}{e^{2i\theta}-1}
=e^{i\theta(L-1)}\frac{\sin\theta L}{\sin\theta}.
\]

Since \(m+L-1=N-1\), taking the real part after multiplication by \(e^{i(\theta m+2\varphi)}\) yields

\[
U_m=C(m)+C(0)\,q\cos[\theta(N-1)+2\varphi],\qquad q=\frac{\sin\theta L}{L\sin\theta}.
\]

The squared cosine averages to \(1/2\), so \(\operatorname{Var}U_m=C(0)^2q^2/2\). Formula (4) does not apply, because a fixed-amplitude vibration is not a Gaussian process.

For \(\theta=0.4\), \(N=400\) and \(m=204\), the exact correlation is 0.997. The root-mean-square error is 0.0013 for \(U\) and 0.508 for \(B\). The latter is essentially the bias, \((204/400)\times0.997=0.508\).

## Consequences for spectra

Let \(\lambda\) be the phase advance per sample. Grouping pairs by their separation gives

\[
\sum_{m=-(N-1)}^{N-1}B_me^{-i\lambda m}
=\frac1N\sum_{n,n'}v_nv_{n'}e^{-i\lambda(n'-n)}
=\frac1N\left|\sum_nv_ne^{-i\lambda n}\right|^2\ge0 .
\]

Multiplication by \(\Delta\) converts this lag sum to an approximation of a time integral. The biased estimate also obeys \(|B_m|\le B_0\). Indeed, \(|v_nv_{n+m}|\le(v_n^2+v_{n+m}^2)/2\), and summing over \(n\) gives \(|S_m|\le S_0\).

Division by \(N-m\) destroys both guarantees. For \(v=(1,0,0,1)\), one finds \(U=(\tfrac12,0,0,1)\), so \(U_3>U_0\). Its spectrum is \(\tfrac12+2\cos3\lambda\), which equals \(-1.5\) at \(\lambda=\pi\).

In the first damped trajectory, the spectrum of \(U\), divided by \(C(0)\), ranged from \(-102\) to 234 and was negative at 382 of 800 frequencies. The spectrum of \(B\) stayed positive, with a maximum of 95. Positivity is not accuracy, however. Near resonance the exact spectrum is about \(\tfrac12\sum_me^{-0.02|m|}\approx1/0.02=50\), and the factor \(1-|m|/N\) lowers the average of the biased spectrum there to about \(50-1/(400\times0.02^2)\approx44\). A maximum of 95 is about twice that, so the biased spectrum of one trajectory is still noisy.

Cutting off the noisy tail can also spoil positivity. For \(v=(1,2,3,4)\), \(B_0=7.5\) and \(B_1=5\). Keeping only lags up to 1 gives \(7.5+10\cos\lambda\), which is \(-2.5\) at \(\lambda=\pi\).

## When the mean is unknown

An equilibrium velocity component has ensemble mean zero because the Maxwell distribution is even, so its sample mean need not be subtracted. A drift of the whole system is a separate matter: if the dynamics conserve total momentum, the centre-of-mass velocity should be set to zero at the start of the run. For a quantity whose mean is unknown, subtracting the sample mean \(\bar v\) changes the statistics. The centred samples sum to zero, and therefore

\[
\sum_{m=-(N-1)}^{N-1}S_m=\left[\sum_n(v_n-\bar v)\right]^2=0 .
\]

The zero-frequency value of the biased spectrum is forced to vanish. If this were done to velocities, the diffusion coefficient obtained from the time integral of \(B\) over all lags, evaluated as \(\Delta\left(B_0/2+\sum_{m\ge1}B_m\right)\), would be zero whatever the motion. An integral cut off at a shorter lag is not forced to vanish.

The name "unbiased" also ceases to apply. For white noise, \(E[v_n\bar v]=E[\bar v^2]=C(0)/N\). At \(m\ge1\),

\[
E[(v_n-\bar v)(v_{n+m}-\bar v)]
=0-\frac{C(0)}N-\frac{C(0)}N+\frac{C(0)}N=-\frac{C(0)}N .
\]

For \(N=8\) and \(C(0)=1\) this is \(-0.125\), as enumeration of all 256 sign sequences confirms in the numerical check.

## Choosing a normalization

To obtain lag sums free of wrap-around by FFT, padding is needed with either normalization. The spectrum of the full sequence \(B\) is different: by the identity above, its values at \(\lambda=2\pi k/N\) are \(|V_k|^2/N\) from the unpadded transform. If correlation amplitudes are wanted at lags much shorter than the run, \(U\) avoids a systematic reduction. Its total error for a single trajectory may still be the larger one, but averaging over independent trajectories shifts the comparison in its favour. If a nonnegative spectrum is required, the full sequence \(B\) guarantees it, at the price of the factor \(1-m/N\) in the average correlation. For a slowly decaying correlation that factor matters, and a longer run brings it closer to 1 at any fixed lag.

## Table of computed values

```
Hand example v = 1 2 3 4 (dimensionless), lags 0..3
 direct sums S: 30.0000 20.0000 11.0000 4.0000
 FFT, length 4: 30.0000 24.0000 22.0000 24.0000
 FFT, length 8: 30.0000 20.0000 11.0000 4.0000
 biased B: 7.5000 5.0000 2.7500 1.0000
 unbiased U: 7.5000 6.6667 5.5000 4.0000
Hand example v = 1 0 0 1 (dimensionless)
 biased B: 0.5000 0.0000 0.0000 0.2500
 unbiased U: 0.5000 0.0000 0.0000 1.0000
 8-point spectrum minimum, B then U: 0.0000 -1.5000
N = 23, padded length 23: 22 wrong lags
N = 23, padded length 44: 1 wrong lags
N = 23, padded length 45: 0 wrong lags
N = 23, padded length 46: 0 wrong lags
Model: kT = 0.001 hartree, M = 2000 m_e, C(0) = 5.00e-07 a.u.
 omega = 0.01, gamma = 0.0005 (1/a.u. time)
 dt = 40, run N*dt = 16000 (a.u. time)
 N = 400 samples, 4000 trajectories
 FFT minus direct, largest, relative to S_0: 2.5e-16
 largest mean deviation (std errors): B 2.68, U 2.68, unpadded 1.77
 same if B is wrongly assumed unbiased: 10.25
Ensemble means / C(0): lag, exact C, B, U, unpadded, its prediction
   0 1.0000 1.0078 1.0078 1.0078 1.0000
  16 0.7212 0.6989 0.7281 0.6988 0.6923
  47 0.3901 0.3491 0.3956 0.3490 0.3442
 110 0.1108 0.0799 0.1102 0.0830 0.0795
 204 0.0169 0.0064 0.0131 -0.0014 -0.0018
 298 0.0025 -0.0031 -0.0122 -0.1001 -0.0961
 393 0.0004 -0.0001 -0.0034 -0.8123 -0.8048
RMS errors / C(0): lag, B formula, B sampled, U formula, U sampled
   0 0.3429 0.3451 0.3429 0.3451
  16 0.3224 0.3247 0.3345 0.3375
  47 0.2737 0.2755 0.3057 0.3088
 110 0.2115 0.2110 0.2887 0.2879
 204 0.1641 0.1632 0.3344 0.3325
 298 0.1103 0.1115 0.4323 0.4370
 393 0.0122 0.0121 0.6943 0.6896
 B has the smaller formula error at 399 of 399 lags
Undamped vibration, lag 204: exact C/C(0) = 0.9967
 RMS error / C(0): B 0.50831, U 0.00129
One-trajectory spectra, dimensionless sum over lags / C(0)
 B: minimum 9.12e-05, maximum 94.82
 U: minimum -101.85, maximum 234.26
 U: negative at 382 of 800 frequencies
 trajectories with some |U_m| > U_0: 48.3 percent
White noise, N = 8, 256 sign sequences, mean U, lags 0..7
 known mean: 1.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
 sample mean removed: 0.8750 -0.1250 -0.1250 -0.1250 -0.1250 -0.1250 -0.1250 -0.1250
N = 32768: direct 511.1 ms, FFT 4.0 ms
```
